# Metastable coherence and barrierless dislocation entry in a Frank–van der Merwe chain

A film row on a rigid periodic substrate has two competing energies: the stiffness of its bonds, which favours the film's own spacing, and the substrate potential, which favours registry. Let atom $n$ sit at $b(n+u_n)$, where $b$ is the substrate period, and let the natural bond length be $b(1+\delta)$. The misfit $\delta$ is taken positive; for harmonic springs the other sign follows from $u\to-u$. The energy is

$$E=\sum_{n=1}^{N-1}\frac K2\,(u_{n+1}-u_n-\delta)^2+\sum_{n=1}^{N}W\sin^2\pi u_n ,$$

with $K$ the spring constant times $b^2$ and $W$ the substrate barrier per atom. When $u$ varies slowly from atom to atom, $n$ becomes a continuous coordinate $x$, measured in periods. Define $l=\sqrt{K/2W}$, so that $W=K/2l^2$, and set $x=l\xi$. Then

$$E=\frac Kl\int\left[\tfrac12\left(\frac{du}{d\xi}-l\delta\right)^2+\tfrac12\sin^2\pi u\right]d\xi .$$

For a chain much longer than $l$, the one parameter left is $s=l\delta$. Every critical misfit is therefore a pure number divided by $l$, and for this sinusoidal potential the ratio of two critical misfits depends on neither $K$ nor $W$. A potential of another shape generally gives another ratio. What remains is to find two numbers: the $s$ at which a dislocation first lowers the energy, and the $s$ at which the coherent state ceases to be a local minimum. The temperature is zero until stated otherwise, and both ends are free.

Expanding the square shows where misfit acts. Apart from a constant,

$$E=K\int\left[\tfrac12u'^2+\frac{\sin^2\pi u}{2l^2}\right]dx-K\delta\,(u_R-u_L),\tag{1}$$

where $u_R$ and $u_L$ are the end displacements. Misfit pulls on the two ends and exerts no force on the interior. Setting the variation of (1) to zero gives

$$u''=\frac{\pi}{2l^2}\sin2\pi u,\qquad u'=\delta\ \text{ at both ends}.$$

The end condition says that the tension vanishes at the edge of the film. In the discrete chain this edge lies half a spacing beyond the last atom, and the last bond still balances the substrate force on that atom. "Coherent" thus means that the interior is in registry, while the ends are relaxed.

Multiplying the differential equation by $u'$ and integrating gives $u'^2-\sin^2(\pi u)/l^2=\text{const}$. In a long chain with a registered interior, $u$ and $u'$ both vanish there, so the constant is zero. On a branch that rises from $u=0$ towards $u=1$,

$$u'=\frac{\sin\pi u}{l},\qquad \tan\frac{\pi u}{2}=e^{\pi (x-x_0)/l}.\tag{2}$$

The full rise from 0 to 1 is a misfit dislocation centred at $x_0$. By (2) the two terms in the bracket of (1) are equal, so their integral is

$$E_d=K\int u'^2dx=K\int_0^1\frac{\sin\pi u}{l}\,du=\frac{2K}{\pi l}.$$

The dislocation also raises $u_R-u_L$ by one, which gains $K\delta$. Far from the ends it leaves the end relaxation unchanged, so its net cost is $K[2/(\pi l)-\delta]$. This vanishes at the equilibrium threshold

$$\delta_c=\frac{2}{\pi l}.\tag{3}$$

It must still be shown that no other state beats the coherent one below $\delta_c$. Since $\tfrac12(|u'|-|\sin\pi u|/l)^2\ge0$, the bracket in (1) is at least $|u'|\,|\sin\pi u|/l$. Suppose $u$ is an integer at some interior point; a common shift of all atoms by whole periods makes it zero. The part of the chain to the right of that point, ending at $u_e\ge0$, then has energy at least $Kg(u_e)$, where

$$g(u)=\int_0^u\frac{|\sin\pi v|}{l}\,dv-\delta u,\qquad g(u+1)=g(u)+\delta_c-\delta .\tag{4}$$

If $u_e<0$, both contributions are positive, which is worse than $u_e=0$. For $\delta<\delta_c$ each further whole period raises $g$, so its minimum lies in $0\le u\le1$. There $g'(u)=\sin(\pi u)/l-\delta$, which vanishes first at

$$u_1=\frac1\pi\arcsin(l\delta),$$

and $g(u_1)<0<g(1)$. The relaxed end described by (2) attains this lowest value in the long-chain limit. The left part is the same problem after reversing $x$ and $u$.

If $u$ never reaches an integer, it stays within a unit interval and the misfit term can gain at most $K\delta$. If it also stays a distance $\eta$ from every integer, the substrate energy is at least $NW\sin^2\pi\eta$, which grows with $N$. A competitor in a long chain must therefore come arbitrarily close to registry, and the bound then applies with a vanishing correction. The coherent state is the ground state up to $\delta_c$.

Metastability is decided by the same function $g$. If the right end is held at $u_e$ between 0 and 1, the lowest energy of its half of the chain is $Kg(u_e)$. With $\sin\pi u_e=l\delta$ at a stationary point, the curvature there is

$$K g''(u_e)=\frac{\pi K}{l}\cos\pi u_e .$$

It is positive at $u_1$ and negative at the second solution, $1-u_1$. The first is the relaxed coherent end; the second is a saddle, with a dislocation partly inside the film. They approach each other as $\delta$ grows and merge at $u_e=\tfrac12$, when

$$\delta_s=\frac1l=\frac{\pi}{2}\,\delta_c .\tag{5}$$

Above $\delta_s$, $g'$ is negative for every $u$. The end slides forward without a barrier, and each whole period of sliding feeds one dislocation into the film.

Between the thresholds the barrier is $\Delta E=K[g(1-u_1)-g(u_1)]$. A path that brings in a dislocation at the right end must pass through $u_e=1-u_1$, and $Kg$ is the lowest energy available there, so no path does better. The integral in (4) is $(1-\cos\pi u)/(\pi l)$ for $0\le u\le 1$, hence

$$\Delta E=K\left[\frac{2\cos\pi u_1}{\pi l}-\delta(1-2u_1)\right].$$

Now $\cos\pi u_1=\sqrt{1-s^2}$, and $1-2u_1=(2/\pi)(\pi/2-\arcsin s)=(2/\pi)\arccos s$. With $\delta=s/l$,

$$\Delta E=\frac{2K}{\pi l}\left[\sqrt{1-s^2}-s\arccos s\right].\tag{6}$$

At small misfit the bracket tends to $1-\pi s/2$, so $\Delta E\approx E_d-K\delta$. The barrier is then just the excess energy of the dislocated state. Near entry, the derivative of the bracket is $-\arccos s\approx-\sqrt{2(1-s)}$. Integrating back from $s=1$, where the bracket is zero, gives

$$\Delta E\approx\frac{2K}{\pi l}\,\frac{2\sqrt2}{3}(1-s)^{3/2}.$$

At $\delta_c$ itself, $s=2/\pi$ and the barrier is $0.2105\,E_d$: a dislocation that costs nothing in the interior must still climb in.

Equation (5) has an energetic reading. At $\delta_s$ the strain energy per coherent atom is $K\delta_s^2/2=K/2l^2=W$, so entry begins when each atom stores as much strain energy as the substrate barrier. This survives for other convex bond energies $\varphi(e)$, with $e=u'-\delta$ and $\varphi(0)=\varphi'(0)=0$. The conserved quantity becomes

$$u'\varphi'(u'-\delta)-\varphi(u'-\delta)-W\sin^2\pi u=-\varphi(-\delta),$$

where the right side is the value in the registered interior. At a free end $\varphi'=0$, so $u'=\delta$ and $W\sin^2\pi u_e=\varphi(-\delta)$. A solution exists until $\varphi(-\delta)=W$. For the equilibrium threshold, the excess energy of a dislocation is

$$\int\left[\varphi(u'-\delta)+W\sin^2\pi u-\varphi(-\delta)\right]dx=\int u'\varphi'\,dx=\int_0^1\varphi'(u'-\delta)\,du ,$$

which must vanish. For harmonic springs this returns (3), but in general the ratio is no longer $\pi/2$.

The discreteness of the lattice also shifts the ratio. Expanding the second difference of $u_n$ gives

$$u''+\frac{u''''}{12}=V'(u),\qquad V=\frac{\sin^2\pi u}{2l^2}.$$

Write $p=u'$. Multiplying by $p$ and integrating from the registered interior yields $p^2/2+pp''/12-p'^2/24=V$. The force balance on the last atom takes the bulk form if a fictitious atom is added with $u_{N+1}-u_N=\delta$. The entry misfit is therefore the largest difference $p+p''/24$ between neighbours, reached at $u=\tfrac12$. There $p'=0$, and $p''\approx V''(\tfrac12)\,p=-(\pi^2/l^2)p$. The integral becomes

$$\frac{p^2}{2}\left(1-\frac{\pi^2}{6l^2}\right)=\frac1{2l^2},\qquad\text{so}\qquad p\approx\frac1l\left(1+\frac{\pi^2}{12l^2}\right).$$

Multiplying by $1-\pi^2/24l^2$ to obtain the difference gives

$$\delta_s\approx\frac1l\left(1+\frac{\pi^2}{24l^2}\right).$$

For the dislocation energy, the squared difference is $p^2+pp''/12$ to this order. Integration by parts turns the correction into $-(K/24)\int p'^2dx$. It may be evaluated on the unperturbed profile (2), because that profile is stationary. With $p'=\pi\sin\pi u\cos\pi u/l^2$ and $dx=du/p$,

$$\int p'^2dx=\frac{\pi^2}{l^3}\int_0^1\sin\pi u\cos^2\pi u\,du=\frac{2\pi}{3l^3}.$$

The energy changes by $-\pi K/36l^3$, a fraction $-\pi^2/72l^2$ of $E_d$, and $\delta_c$ changes by the same fraction. Together,

$$\frac{\delta_s}{\delta_c}\approx\frac\pi2\left(1+\frac{\pi^2}{18l^2}\right).\tag{7}$$

Thresholds found directly from the discrete energy give ratios of 1.6095, 1.5796 and 1.5722 for $l=5$, 10 and 25. Equation (7) gives 1.6052, 1.5794 and 1.5722.

For numbers, take $b=0.32$ nm, $K=75$ eV, $W=0.06$ eV and $\delta=3\,\%$. Then $l=\sqrt{75/0.12}=25$ periods, or 8 nm. The thresholds are

$$\delta_c=\frac{2}{25\pi}=2.55\,\%,\qquad \delta_s=\frac1{25}=4.00\,\%.$$

The film lies between them, with $s=25\times0.03=0.75$. Its continuum ends are displaced by $u_1=0.270$ periods and the saddle is at 0.730; the last atom of the discrete chain, half a spacing inside, sits about $\delta/2$ lower, at 0.255 and 0.715. A dislocation costs $E_d=150/(25\pi)=1.910$ eV and gains $K\delta=2.250$ eV, so it would lower the energy by 0.340 eV. It must first cross the barrier (6),

$$\Delta E=1.910\,(0.6614-0.5420)\ \text{eV}=0.228\ \text{eV},$$

and the saddle of the discrete 500-atom chain gives 0.2284 eV.

The same chain was started flat, at $u=0$, and followed in overdamped motion for 6000 steps. At $0.99\,\delta_s$ no dislocation entered; at $1.01\,\delta_s$ eight were inside, a transient count that depends on the time step and the length of the run. Entry does not stop at one per end, because a dislocation that has moved inward leaves a registered region behind it and the end is again unstable. A row of dislocations can stop this. It makes the integration constant positive, $u'^2=(\sin^2\pi u+\varepsilon)/l^2$, and an end can rest once $1+\varepsilon\ge(l\delta)^2$. At $1.01\,\delta_s$ this needs $\varepsilon\ge0.0201$, a spacing of at most 53 atoms or about 9.4 periods in the chain, so eight is not yet enough; run longer, the chain comes to rest with ten. In a separate comparison of relaxed states started with zero to three dislocations, zero was lowest at $0.9\,\delta_c$. At $1.1\,\delta_c$ three was lowest; as this was the largest number tried, it does not fix the optimum.

These parameters are rough values in the regime of van der Waals epitaxy of a selenide monolayer on a sulphide dichalcogenide, where the misfit is roughly 4 %. Spread over a hexagonal cell, $K$ corresponds to a sheet stiffness of 136 N/m, a plausible size for such layers. The barrier $W$ is the least certain input, since atoms on a hexagonal surface can move around a potential maximum that a single row must cross. Halving $W$ at fixed $K$ lowers the thresholds to 1.80 % and 2.83 %, and the 3 % film would then lose coherence without a barrier. The rigid substrate is the other weak assumption. If the top substrate layer is free and as stiff as the film, a given relative strain is shared equally between the two. The elastic energy $\tfrac K2(e_1^2+e_2^2)$ at fixed $e_1-e_2=v'-\delta$, with $v$ the relative displacement, is least for $e_1=-e_2$ and equals $\tfrac K4(v'-\delta)^2$. The effective $K$ is halved and both thresholds rise by $\sqrt2$, to 3.60 % and 5.66 %. The 3 % film would then be coherent in equilibrium. This holds only for a layer with nothing holding it from below. If the top layer is instead bound to a rigid crystal beneath by a barrier equal to $W$, the registered film keeps the full misfit strain while the dislocation becomes cheaper: $\delta_c$ falls to 2.34 %, $\delta_s$ stays at 4.00 %, and the ratio rises to 1.71. A real sheet also has a misfit across the row. If that misfit is equally large and the sheet stays coherent in that direction, a straight free edge relaxes to $u'=(1+\nu)\delta$ instead of $\delta$, with $\nu$ the Poisson ratio and $K$ the stiffness at fixed width. Both thresholds are then divided by $1+\nu$. For $\nu=0.25$ the original values become 2.04 % and 3.20 %, and on the rigid substrate a film with the full 4 % misfit would not stay coherent; with the free substrate layer as well, the thresholds would be 2.88 % and 4.53 %. The example therefore illustrates the mechanism and does not predict the state of a particular film. In the continuum limit, halving $W$, freeing the substrate layer completely or adding the transverse misfit leaves the ratio at $\pi/2$; a compliant layer anchored from below does not. Sideways motion around the potential maxima changes the path as well as the barrier, and may change the ratio.

Two other neglected effects are smaller here. With $\varphi=K(e^2/2-ce^3/6)$ and an illustrative $c=6$, compressed bonds stiffen; the continuum thresholds become 2.47 % and 3.85 %, and their ratio 1.5595. For a film under tension the first-order shift has the opposite sign. Shortening the chain to 100 atoms, or $4l$, gives 2.56 % and 4.00 %, with a ratio of 1.564.

Temperature matters much more. At 1000 K, $k_BT=0.0862$ eV, so the barrier for one row is only $2.65\,k_BT$. With an assumed attempt rate of $10^{12}\ \mathrm{s^{-1}}$, the Arrhenius lifetime $10^{-12}e^{2.65}$ s is about $10^{-11}$ s: a single row has no useful metastability at this temperature. In a ribbon of 20 coupled rows, all rows may cross together at a cost of $20\times0.228=4.56$ eV. Other paths, in which part of the edge advances first, may cost less, so this is an upper bound on the barrier. Surviving 100 s requires about $k_BT\ln(10^{12}\times100)=2.78$ eV, or 0.139 eV per row. By (6) this confines survival to misfits below 3.28 %, again an upper bound. It does not guarantee that the 3 % ribbon survives. These figures also leave out the transverse misfit; if it were fully retained with $\nu=0.25$, $s$ would be 0.9375, the 20-row barrier 0.56 eV and the bound 2.62 %.

The result can also be stated as a critical thickness. Suppose that all layers of a film strain together, so that $K$ is proportional to the thickness $h$ while $W$ stays fixed. Then $l\propto\sqrt h$. At fixed misfit, equilibrium is lost at $l=2/(\pi\delta)$ and barrierless entry begins at $l=1/\delta$, so

$$\frac{h_s}{h_c}=\left(\frac{\pi}{2}\right)^2=2.47 .$$

This requires a film that is thin compared with the dislocation width $bl$ and whose layers are bound to one another much more strongly than to the substrate. Otherwise the strain varies through the thickness, and a single chain no longer describes it. A stack of van der Waals layers need not meet the second condition. Steps, corners or defects at the edge are also outside the model, and they may let dislocations in earlier. Further values are in the numerical output below.

## Numbers as computed

```
INPUTS
substrate period b = 0.32 nm
spring energy K = 75.0 eV
substrate barrier W = 0.060 eV per atom
example misfit = 3.00 %
K per hexagonal cell area = 136 N/m
chain length N = 500 atoms = 160 nm
THRESHOLDS
width l = 25.00 periods = 8.00 nm
equilibrium misfit, formula = 2.5465 %
equilibrium misfit, discrete chain = 2.5459 %
entry misfit, formula = 4.0000 %
entry misfit, discrete chain = 4.0026 %
pi/2 = 1.57080
l = 5: ratio discrete 1.60954, corrected 1.60525
l = 10: ratio discrete 1.57962, corrected 1.57941
l = 25: ratio discrete 1.57218, corrected 1.57217
strain energy per atom at entry = 0.0600 eV
entry/equilibrium thickness ratio = 2.4674
EXAMPLE MISFIT
s = misfit * l = 0.7500
end displacement, minimum = 0.2699 periods
end displacement, saddle = 0.7301 periods
dislocation energy at zero misfit = 1.9099 eV
dislocation energy at this misfit = -0.3401 eV
entry barrier, formula = 0.2280 eV
entry barrier, discrete chain = 0.2284 eV
barrier at equilibrium misfit = 0.4021 eV
same, over E_kink = 0.2105
dislocations inside after 6000 steps, 0.99 d_s: 0
dislocations inside after 6000 steps, 1.01 d_s: 8
lowest of 0..3 dislocations at 0.9 d_c: 0
lowest of 0..3 dislocations at 1.1 d_c: 3
NEGLECTED EFFECTS
short chain N = 100: equilibrium 2.5596 %
short chain N = 100: entry 4.0028 %
short chain ratio = 1.5638
anharmonicity c = 6.0: equilibrium 2.471 %
anharmonic entry = 3.854 %
anharmonic ratio = 1.5595
free equal substrate layer: equilibrium 3.601 %
free equal substrate layer: entry 5.657 %
W halved: equilibrium 1.801 %
W halved: entry 2.828 %
temperature = 1000 K, kT = 0.0862 eV
attempt rate = 1e+12 1/s, hold time = 100 s
one row: barrier/kT = 2.65, life = 1.4e-11 s
ribbon of 20 rows: barrier bound = 4.56 eV
ribbon life bound = 9.6e+10 s
ribbon misfit bound for the hold = 3.280 %
```
